Collisional Entropy Production and Joule Heating in Metals and Thin Interconnect Lines, part 2

Does T times the entropy production equal the Joule density J·E in a thin metal film carrying a steady current of density J in a field E? Here σ is the entropy produced by collisions per unit volume and time, in the electrons plus a phonon bath at temperature T. In a homogeneous metal Tσ = J·E to second order in E.

States have energy ε, velocity v and occupation f = f0 + gφ, where f0 is the Fermi function, g = −∂f0/∂ε and φ is an energy. The force on an electron, of charge −e, is F = −eE. Σ runs over states, spin included, per unit volume. Collisions act through a symmetric operator L. For uniform T and f0,

g v·∇φ + Lφ = g F·v,

Tσ = Σ φ Lφ,

J·E = Tσ + ∇·Φ,  Φ = Σ v g φ²/2.

The last line is the local balance; −Φ/T is the part of the electron entropy flux that does not come from heat flow.

For elastic scattering of free electrons with total rate 1/τ0 and mean scattering cosine c,

Lφ = (g/τ0)[φ(n) − ⟨(1 + 3c n·n′) φ(n′)⟩′],

where n is the direction of v and ⟨…⟩ averages over directions. The transport time is τ_tr = τ0/(1 − c). The density of states at the Fermi energy E_F is 𝒩 = 3n_e/(2E_F), with n_e the electron density; m is the electron mass and v also denotes the Fermi speed.

The band-model checks in the closing output belong to the homogeneous metal. They use k_B = ħ = 1, ε = −cos k, N = 81 values of k and transition rates

W_ab = (1/N)[1 + 0.7 cos(k_a − k_b)][1 + 0.3 cos k_a cos k_b] exp[(ε_a − ε_b)/2k_BT].

The out-scattering line omits in-scattering. The elastic check has only scattering between k and −k, at rate w = 1 + 0.5 cos k and force 0.01. The quadratic entropy coefficient multiplies (φ/k_BT)² in the energy-integrated entropy, in units of k_B·k_BT.

**What a surface produces**

Let Φ_n be the component of Φ along the outward normal at a surface that exchanges no heat with the electrons. The entropy flux onto the surface is −Φ_n/T. Since no entropy accumulates there, the surface must produce Φ_n/T per unit area. Two limits show its meaning.

A specular surface reverses v_n and preserves φ. Incoming and outgoing electrons then contribute opposite amounts, Φ_n = 0, and no entropy is produced.

A diffuse surface emits electrons with a distribution that depends on energy alone. For a field parallel to the surface, incoming φ is odd in the velocity component along the field, so its average is zero and the emitted electrons have φ = 0. Then

Φ_n = Σ_(v_n>0) v_n g φ²/2 ≥ 0.

Integrating the local balance over the volume gives

∫ J·E dV = ∫ Tσ dV + ∫ Φ_n dA.

The equality of heating and T times entropy production is restored for the whole line, once the surfaces are counted.

**A film with anisotropic scattering**

Let a film occupy 0 < z < d, with a uniform field along x and diffuse surfaces at both faces. Scattering inside is elastic, with the kernel above. Let u = n_z, l0 = vτ0 and l = vτ_tr = l0/(1 − c). Write

φ = F l n_x q(z,u),

so that q = 1 in a thick sample far from its surfaces. In the collision term ⟨φ⟩ = 0, and averaging over the azimuth removes the n_y and n_z parts of n·n′. The Boltzmann equation, divided by g, is

v u ∂φ/∂z + (1/τ0)[φ − 3c n_x ⟨n_x φ⟩] = F v n_x.

Divide by F l n_x/τ0. The right side becomes l0/l = 1 − c. With

j(z) = 3⟨n_x² q⟩ = (3/4) ∫ from −1 to 1 of (1 − u²) q du,

the equation reads

l0 u ∂q/∂z = 1 − c + c j − q.

The prefactor 3/4 comes from the azimuthal average of n_x², which is (1 − u²)/2, and the average over u, which is ½∫du. For q = 1 the integral is 4/3 and j = 1. The diffuse conditions are q = 0 at z = 0 for u > 0, and q = 0 at z = d for u < 0. For u > 0 the solution is

q(z,u) = ∫ from 0 to z of exp[−(z − z′)/(u l0)] [1 − c + c j(z′)] dz′/(u l0),

and q(z,−u) = q(d − z,u) by reflection. Insertion into the definition of j gives a linear integral equation for j(z), which is solved on 201 depths.

The three terms of the local balance follow by substitution. The Joule density is

J·E = 𝒩 F v ⟨n_x φ⟩ = (𝒩 F² v l/3) j,

so j is the Joule density relative to that of bulk metal in the same field. Next,

Tσ = (𝒩/τ0)[⟨φ²⟩ − 3c ⟨n_x φ⟩²].

Here ⟨φ²⟩ = F²l² ¼∫(1 − u²)q² du and ⟨n_x φ⟩ = F l j/3. Division by 𝒩F²vl/3, with 3l/(vτ0) = 3/(1 − c), gives the relative dissipation

D = [(3/4)∫(1 − u²) q² du − c j²]/(1 − c).

Likewise Φ_z = 𝒩v⟨uφ²/2⟩, divided by the same quantity, is the length

Λ = (3l/8) ∫ u(1 − u²) q² du.

The balance to be satisfied is j = D + dΛ/dz. For d = 20 nm, l = 30 nm and c = 0.3, its largest numerical error between z = 2 nm and 18 nm is 2.2 × 10⁻⁵, relative to the bulk Joule density in the same field.

**Limits of the film solution**

For isotropic scattering, c = 0 and l0 = l, the integral is elementary: q = 1 − exp[−z/(ul)] for u > 0. Averaging over z gives 1 − (ul/d){1 − exp[−d/(ul)]}, and both signs of u contribute equally. The mean of j, which is the film conductivity relative to bulk, is

1 − (3l/2d) ∫ from 0 to 1 of (u − u³){1 − exp[−d/(ul)]} du.

With t = 1/u this becomes the Fuchs formula,

1 − (3l/2d) ∫ from 1 to ∞ of (t⁻³ − t⁻⁵)[1 − exp(−t d/l)] dt.

At d = 20 nm and l = 30 nm it gives 0.59011; the film solver gives 0.59009.

For a thick film, d ≫ l, still with isotropic scattering, the exponential is negligible over most of the range and ∫(u − u³)du = 1/4. The conductivity is reduced by the fraction 3l/(8d). Electrons reach each surface with q ≈ 1, so Λ at a surface is (3l/8)(1/4) = 3l/32. The two surfaces together produce a fraction 3l/(16d) of the total, which vanishes as the film thickens. For c ≠ 0 both fractions still scale as l/d, but their coefficients change, because j < 1 near a surface alters the in-scattering there.

For a thin film, d ≪ l, most electrons cross without a collision. For u > d/l, an electron arriving at a surface has q ≈ d/(ul). To leading logarithm the surface contribution is

2Λ/d ≈ (3l/4d) ∫ from d/l to 1 of u [d/(ul)]² du = (3d/4l) ln(l/d).

The mean of j has the same leading form: the z-average of q is d/(2ul), and (3/2)∫d/(2ul) du over the same range gives (3d/4l) ln(l/d). The surface share of the entropy production therefore tends to 1 as d/l → 0. The approach is logarithmic, hence slow: for isotropic scattering the share is still only 73% at d = l/100.

**A copper-like line**

The inputs are round. E_F = 7 eV and l = 30 nm at 373 K are roughly typical of copper; c = 0.3, d = 20 nm and a mean current density of 2 MA/cm² are chosen for illustration. Free-electron relations give

v = (2E_F/m)^½ = 1.57 × 10⁸ cm/s,
n_e = (mv/ħ)³/(3π²) = 8.41 × 10²² cm⁻³,
τ_tr = l/v = 19.1 fs,
ρ = m/(n_e e² τ_tr) = 2.21 μΩ cm.

The film solution raises the resistivity by the factor 1.689, to 3.73 μΩ cm. The relative conductivity, 1/1.689 = 0.592, is close to the isotropic value 0.590 at the same l. With the transport mean free path held fixed, the angular form of the scattering matters little to the resistance in this example.

The field and the mean Joule density are

E = 3.727 × 10⁻⁶ Ω cm × 2.0 × 10⁶ A/cm² = 7.45 V/cm,
J·E = 2.0 × 10⁶ A/cm² × 7.453 V/cm = 1.49 × 10⁷ W/cm³.

Dividing by 373 K gives a mean entropy production, surfaces included, of 4.00 × 10⁴ W/(K cm³).

The local values, in units of 10⁷ W/cm³, are:

z = 0 nm: J·E = 0.98, Tσ = 0.94
z = 2 nm: J·E = 1.33, Tσ = 1.02
z = 5 nm: J·E = 1.55, Tσ = 1.14
z = 10 nm: J·E = 1.67, Tσ = 1.21

At the centre Tσ is 73% of the local Joule density. The remainder is carried away as ∇·Φ. The gap is smallest at the surface, where Tσ is 96% of J·E. Part of the reason can be read from the film equation. Subtracting D from j gives

j − D = (3/4) ∫ (1 − u²) q (1 − c + c j − q) du/(1 − c).

At a surface the outgoing half of the directions has q = 0 and contributes nothing. The arriving half also contributes much less than either half does at the centre: 0.017 against 0.090, relative to the bulk Joule density in the same field. Its q is closer to 1 − c + cj, and exceeds it for grazing directions, where the integrand is negative.

Each surface produces 3.78 W/cm² when its entropy production is multiplied by T. For two surfaces and a thickness of 2 × 10⁻⁶ cm this is

2 × 3.78/(2 × 10⁻⁶) = 3.78 × 10⁶ W/cm³,

or 25% of the mean Joule density. The volume produces the other 75%. Using Tσ of the interior alone would therefore miss a quarter of the dissipation.

**Entropy is made in one place, heat arrives in another**

The profile of σ is not a map of lattice heating. Elastic collisions randomize the drift and raise the electron entropy, but the energy passes to the lattice later, through phonon emission. Let G be the power per volume transferred per kelvin of temperature difference between electrons and lattice; a rough value is 10¹¹ W/(cm³ K). In uniform heating the difference is

J·E/G = 1.49 × 10⁷/10¹¹ K ≈ 1.5 × 10⁻⁴ K.

If an excess electron temperature θ diffuses with thermal conductivity K while it relaxes, K d²θ/dz² = Gθ, and it decays over (K/G)^½. The Wiedemann–Franz relation with the film resistivity gives K = 2.4 W/(cm K), hence a length of about 49 nm. This exceeds the film thickness, so a lattice held at one uniform temperature is heated nearly uniformly across the film even though σ is not uniform. A diffusive estimate is rough when d is below the mean free path, but it suffices for this comparison.

The temperature difference within the film is negligible compared with T in any case. Uniform heating with both faces held at one temperature gives a parabolic profile of height J·E d²/(8K). If the electrons could deliver the heat to the faces, the K above would apply and the height would be about 3 × 10⁻⁶ K. The surfaces of this model exchange no heat with the electrons, so the heat must leave through the lattice. A rough lattice conductivity of 0.1 W/(cm K) gives about 7 × 10⁻⁵ K. This is half the electron–lattice difference found above, so the transfer to the lattice is then no longer uniform: it is larger near the cooled faces. Cooling through one face makes the temperature difference up to four times larger.

**How the model compares with a real line**

The bulk resistivity of the model is close to that of copper near 100 °C, roughly 2.2 μΩ cm; the mean free path was chosen in that range. A current density of a few MA/cm² and a thickness of 20 nm are in the regime of narrow interconnects. Of the omissions sized here, grain boundaries add the most resistance. The Mayadas–Shatzkes formula, used here as an outside estimate and not derived, gives for a boundary reflection coefficient of 0.3 and a grain size of 20 nm a bulk resistivity 1.9 times larger, an addition of about 2.0 μΩ cm. A second pair of diffuse walls 40 nm apart adds, by the isotropic thick-film result, 3l/(8 × 40 nm) = 0.28 of the bulk value, or 0.6 μΩ cm. This is only a rough estimate, since 40 nm is not large compared with l. Simple addition gives 3.7 + 2.0 + 0.6 = 6.3 μΩ cm, so at fixed current density the Joule density would be about 1.7 times the value above. Partly specular walls would act the other way: with fully specular faces the film of this model returns to 2.2 μΩ cm.

**Where the equality needs further terms**

A temperature gradient adds entropy production by heat conduction. The heat flux −K∇T, multiplied by ∇(1/T) = −∇T/T², gives K(∇T)²/T². For a rough gradient of 1 K/μm along the line, this is 4.4% of the mean J·E/T. It is a separate source and does not represent Joule heat. Thermoelectric terms, linear in the gradient, are also left out and are not sized here.

The expansion in the field is safe. The energy gained over a transport mean free path is eEl = 22 μeV, or 7 × 10⁻⁴ of k_BT = 32 meV. If collisions readily exchange energies of order k_BT with the lattice, the corrections are of relative order (eEl/k_BT)², about 5 × 10⁻⁷. Nearly elastic scattering lets the electrons heat up more. The rough temperature difference found above, 1.5 × 10⁻⁴ K, is 4 × 10⁻⁷ of T, so this effect is small here too.

The elastic treatment of the film is less secure. A rough phonon energy of 30 meV is 0.93 k_BT, which is not small. The homogeneous result and the local balance do not need elastic scattering, but the computed profile does, because it assumes that φ is independent of energy across the thermal window. The size of that error has not been determined. The bath must also remain in equilibrium: if the current drags the phonons along, their own distribution stores and produces entropy, and the sum over electron transitions is no longer the whole account.

Most of the values used in both halves are collected in the numerical output that follows.

Values computed for the example and the checks

```
BAND MODEL (reduced units; ratios to J.E)
kT 0.3, chemical potential -0.2, k points 81
linear solution, force 0.01: T*sigma total 1.000801
  its electron part 1.2253, bath part -0.2245
error ratio when force is halved: 4.004
out-scattering rate alone gives: 1.7026
nonlinear/linear current at force 0.01: 0.998753
nonlinear steady state, force 0.3: total 1.000000
  electron part 6.2e-17 (size), bath 1.000000
elastic model, electron entropy alone: 1.000039
quadratic entropy coefficient: -0.50010
FILM EXAMPLE: INPUTS (rough, copper-like)
Fermi energy 7.0 eV, temperature 373 K
transport mean free path 30 nm, mean cosine 0.3
thickness 20 nm, mean current density 2.0 MA/cm2
FILM EXAMPLE: RESULTS
electron density 8.411e+22 cm^-3
Fermi velocity 1.569e+08 cm/s
transport time 19.12 fs
bulk resistivity 2.207 uOhm cm
film/bulk resistivity 1.6887
film resistivity 3.727 uOhm cm
isotropic film conductivity ratio 0.59009, Fuchs 0.59011
field 7.453 V/cm
mean J.E 1.491e+07 W/cm3
mean entropy production 3.997e+04 W/(K cm3), with surfaces
bulk J.E at the same field 2.517e+07 W/cm3
z  0.0 nm: J.E 9.785e+06, T*sigma 9.367e+06 W/cm3
z  2.0 nm: J.E 1.333e+07, T*sigma 1.019e+07 W/cm3
z  5.0 nm: J.E 1.554e+07, T*sigma 1.136e+07 W/cm3
z 10.0 nm: J.E 1.666e+07, T*sigma 1.213e+07 W/cm3
share produced in volume 0.7465, at surfaces 0.2536
T*production per surface 3.780e+00 W/cm2
largest local balance error 2.2e-05 of bulk J.E
LEFT OUT (rough sizes)
grain boundaries (R 0.3, grain 20 nm): bulk rho x 1.895
other walls, 40 nm apart: add 0.281 of bulk rho
thermal conductivity 2.445 W/(cm K)
conduction entropy at 1 K/um: 0.0440 of mean J.E/T
electron-phonon coupling 1e+11 W/(cm3 K)
electron minus lattice temperature 1.49e-04 K
electron cooling length 49.4 nm
temperature difference inside film, at most about 3.0e-06 K
eE l_tr 22.36 ueV; over kT 6.96e-04
kT 32.14 meV; phonon 30 meV over kT 0.933
```
